\section*{Interface-trap density from the MOS conductance peak}

\section*{Problem}

An n-type MOS capacitor is biased in depletion. Its interface traps exchange electrons with the conduction band, and exchange with the valence band is negligible. The capture coefficient is $c$ and the steady surface electron density is $n_s$. A small ac gate voltage is applied. All admittances, capacitances and conductances are per unit area, and time dependence is $e^{+j\omega t}$.

The semiconductor and its traps form a branch in series with the oxide capacitance $C_{ox}$. Let $G_p$ be the parallel conductance of that branch.

\begin{enumerate}
\item[(a)] The traps have a single energy, areal density $N_T$ and steady occupancy $f_0$. Find $G_p/\omega$, the position of its maximum and its height.
\item[(b)] The traps instead form a continuum with density $D_{it}$ per unit area and energy. Take $D_{it}$ and $c$ constant over the energies that respond. Find the same quantities, and explain how the two peak positions are related.
\item[(c)] An instrument reports a capacitance $C_m$ in parallel with a conductance $G_m$ for the whole capacitor. Express $G_p/\omega$ through them. Where would the peak of (a) appear in $G_m/\omega$?
\item[(d)] Synthetic data with noise were made at 61 frequencies, equally spaced in $\ln\omega$, from 100 Hz to 100 kHz. Every tenth point is listed below, with capacitances in nF/cm$^2$. Given $C_{ox}=1000$ nF/cm$^2$, $T=300$ K and $n_s=10^{12}$ cm$^{-3}$, find $D_{it}$ and $c$.
\item[(e)] How does the result of (d) change if $D_{it}$ varies with energy, or if the surface potential varies across the interface?
\end{enumerate}

\begin{center}
\begin{tabular}{rrr}
$f$ (Hz) & $G_m/\omega$ & $C_m$ \\
100 & 3.164 & 206.27 \\
316.2 & 9.884 & 204.90 \\
1000 & 27.171 & 196.40 \\
3162 & 45.114 & 161.58 \\
10000 & 36.518 & 121.15 \\
31623 & 19.557 & 101.41 \\
100000 & 8.671 & 94.20
\end{tabular}
\end{center}

\section*{Solution}

\subsection*{(a) A single trap level}

Empty traps capture electrons at the rate $cn_s$ and filled traps emit them at the rate $e_n$, so the occupancy obeys
\begin{equation}
\frac{df}{dt}=c\,n_s(1-f)-e_n f .
\end{equation}
In the steady state the right side vanishes, which gives
\begin{equation}
e_n=c\,n_s\frac{1-f_0}{f_0},\qquad c\,n_s+e_n=\frac{c\,n_s}{f_0}.
\end{equation}

Let the surface potential change by $\delta\psi\,e^{j\omega t}$, with $|\delta\psi|\ll kT/q$ and $q>0$. The trap level moves with the band edge at the surface, so $e_n$ stays constant. The free electrons are taken to be nondegenerate and to follow the potential without delay. Then $n_s\propto e^{q\psi/kT}$ and $\delta n_s=n_s\,q\,\delta\psi/kT$. To first order, the rate equation becomes
\begin{equation}
j\omega\,\delta f=c\,n_s(1-f_0)\frac{q\,\delta\psi}{kT}-\frac{c\,n_s}{f_0}\,\delta f .
\end{equation}
Multiplying by $f_0/(cn_s)$ and collecting $\delta f$ gives
\begin{equation}
\delta f=\frac{f_0(1-f_0)}{1+j\omega\tau}\,\frac{q\,\delta\psi}{kT},\qquad \tau=\frac{f_0}{c\,n_s}.
\end{equation}

Extra trapped electrons carry the charge $-qN_T\delta f$, which is balanced by $+qN_T\delta f$ on the gate. The trap current is the time derivative of this gate charge, so the trap admittance is
\begin{equation}
Y=\frac{j\omega qN_T\delta f}{\delta\psi}=\frac{j\omega C_T}{1+j\omega\tau},\qquad
C_T=\frac{q^2N_Tf_0(1-f_0)}{kT}.
\end{equation}
The depletion charge adds a capacitance $C_D$ in parallel, which has no real admittance. Multiplying numerator and denominator of $Y$ by $1-j\omega\tau$ and taking the real part,
\begin{equation}
\frac{G_p}{\omega}=C_T\frac{\omega\tau}{1+\omega^2\tau^2}.
\end{equation}
The derivative of $y/(1+y^2)$ is $(1-y^2)/(1+y^2)^2$, positive for $0<y<1$ and negative for $y>1$. The maximum is therefore at
\begin{equation}
\omega\tau=1,\qquad \left(\frac{G_p}{\omega}\right)_{\max}=\frac{C_T}{2}=\frac{q^2N_Tf_0(1-f_0)}{2kT}.
\end{equation}
At much lower frequency the occupancy follows the potential in phase. At much higher frequency it hardly changes. The loss per cycle is small in both limits.

\subsection*{(b) A continuum of levels}

All traps see the same $\delta\psi$, so their admittances add. Replace $N_T$ by $D_{it}\,dE$ and define $\tau_m=1/(cn_s)$, which makes $\tau=\tau_mf_0$ for each trap. With any degeneracy factor absorbed in the trap energy, $f_0=1/[1+e^{(E-E_F)/kT}]$, and hence
\begin{equation}
\frac{df_0}{dE}=-\frac{f_0(1-f_0)}{kT}.
\end{equation}
The factor $f_0(1-f_0)$ confines the response to energies near $E_F$. If the band edges are many $kT$ away, the energy integral may run from $-\infty$ to $\infty$, where $f_0$ goes from 1 to 0. The minus sign reverses these limits:
\begin{align}
Y&=j\omega q^2D_{it}\int_{-\infty}^{\infty}\frac{f_0(1-f_0)}{kT}\,\frac{dE}{1+j\omega\tau_mf_0}
=j\omega q^2D_{it}\int_0^1\frac{df_0}{1+j\omega\tau_mf_0}\nonumber\\
&=\frac{q^2D_{it}}{\tau_m}\ln(1+j\omega\tau_m).
\end{align}
Write $x=\omega\tau_m$ and use $\ln(1+jx)=\tfrac12\ln(1+x^2)+j\arctan x$. Dividing the real part by $\omega$ gives
\begin{equation}
\frac{G_p}{\omega}=q^2D_{it}\,h(x),\qquad h(x)=\frac{\ln(1+x^2)}{2x}.
\label{eq:h}
\end{equation}

The derivative is
\begin{equation}
h'(x)=\frac{1}{1+x^2}-\frac{\ln(1+x^2)}{2x^2}
=\frac{1}{2x^2}\left[\frac{2x^2}{1+x^2}-\ln(1+x^2)\right].
\end{equation}
Set $u=\ln(1+x^2)$, so that $x^2=e^u-1$. The bracket becomes
\begin{equation}
F(u)=2(1-e^{-u})-u .
\end{equation}
Here $F(0)=0$, $F'(0)=1$, $F''(u)=-2e^{-u}<0$, and $F\to-\infty$ for large $u$. Thus $F$ is first positive, crosses zero once at some $u>0$, and is negative beyond. This crossing is the single maximum of $h$. Iterating $u\leftarrow2(1-e^{-u})$ from $u=1.6$ converges to $u=1.5936$, and
\begin{equation}
x_p=\sqrt{e^{1.5936}-1}=1.980 .
\end{equation}
At the maximum $\ln(1+x_p^2)=2x_p^2/(1+x_p^2)$. Inserting this in $h$ gives the height:
\begin{equation}
h(x_p)=\frac{x_p}{1+x_p^2}=\frac{1.980}{4.922}=0.402,\qquad
\left(\frac{G_p}{\omega}\right)_{\max}=0.402\,q^2D_{it}.
\end{equation}

The positions 1 and 1.98 refer to different time constants. A trap at the Fermi level has $f_0=\tfrac12$ and $\tau=\tau_m/2$, so at the continuum peak it has $\omega\tau=0.99$, almost its own single-level condition. The height shows the spread of time constants. The real part of the integral over $f_0$ is
\begin{equation}
h(x)=\int_0^1\frac{xf_0}{1+x^2f_0^2}\,df_0 ,
\end{equation}
and its integrand is at most $\tfrac12$. The height would be $0.5\,q^2D_{it}$ if every trap could be at its own maximum together. They cannot, because $\tau$ depends on $f_0$.

The shape also differs. At one fifth and at five times the peak frequency, a single level has fallen to $2\cdot5/(1+5^2)=0.385$ of its maximum. For the continuum, Eq.~(\ref{eq:h}) gives 0.457 and 0.577.

\subsection*{(c) Removing the oxide}

Divide each admittance by $j\omega$ to obtain a complex capacitance. The measured one is $M=C_m-jg$ with $g=G_m/\omega$. That of the branch is $Z=C_p-jG_p/\omega$, where $C_p$ contains $C_D$. The series connection means $1/M=1/C_{ox}+1/Z$, or $Z=C_{ox}M/(C_{ox}-M)$. With $\Delta=C_{ox}-C_m$,
\begin{equation}
Z=\frac{C_{ox}(C_m-jg)}{\Delta+jg}
=\frac{C_{ox}(C_m-jg)(\Delta-jg)}{\Delta^2+g^2}.
\end{equation}
The imaginary part of the product in the numerator is $-g(C_m+\Delta)=-gC_{ox}$. Therefore
\begin{equation}
\frac{G_p}{\omega}=\frac{C_{ox}^2\,(G_m/\omega)}{(G_m/\omega)^2+(C_{ox}-C_m)^2}.
\label{eq:ox}
\end{equation}
The value of $C_D$ is not needed. Series resistance and oxide leakage are assumed absent or already removed.

For a single level, put $Z=C_D+C_T/(1+j\omega\tau)$ and $S=C_{ox}+C_D$. Since $M=C_{ox}-C_{ox}^2/(C_{ox}+Z)$,
\begin{equation}
M=C_{ox}-\frac{C_{ox}^2}{S+C_T}\,\frac{1+j\omega\tau}{1+ja},\qquad
a=\omega\tau\frac{S}{S+C_T}.
\end{equation}
The imaginary part of the last fraction is $(\omega\tau-a)/(1+a^2)$, and $\omega\tau-a=aC_T/S$. Hence
\begin{equation}
\frac{G_m}{\omega}=\frac{C_{ox}^2C_T}{S(S+C_T)}\,\frac{a}{1+a^2}.
\end{equation}
This peaks at $a=1$, that is, at
\begin{equation}
\omega\tau=1+\frac{C_T}{C_{ox}+C_D}.
\end{equation}
For $C_{ox}=1000$, $C_D=100$ and $C_T=155$ nF/cm$^2$, the last being the value for $N_T=10^{11}$ cm$^{-2}$ and $f_0=\tfrac12$ at 300 K, the raw peak is at $\omega\tau=1.14$.

\subsection*{(d) Inverting the data}

Equation~(\ref{eq:ox}) is applied to every point. At 3162 Hz it gives
\begin{equation}
\frac{G_p}{\omega}=\frac{1000^2\times45.114}{45.114^2+(1000-161.58)^2}=64.0\ \text{nF/cm}^2 .
\end{equation}
The seven listed points give, in order, 5.0, 15.6, 42.0, 64.0, 47.2, 24.2 and 10.6 nF/cm$^2$.

The seven listed points are too sparse to read the maximum closely by interpolation alone: a cubic spline in $\ln\omega$ puts it near 3330 Hz. They do suffice once the shape is assumed. A least-squares fit of Eq.~(\ref{eq:h}) to them, with relative residuals, gives $D_{it}=9.99\times10^{11}$ cm$^{-2}$eV$^{-1}$ and $\tau_m=99.8\ \mu$s, hence $c=1.00\times10^{-8}$ cm$^3$/s. To show the peak rule and to test the shape, the following steps use the full set. A cubic in $\ln\omega$ was fitted to those of the 61 points that lie within 0.8 of the largest one in $\ln\omega$. Its maximum is at $f_p=3225$ Hz, with height 64.2 nF/cm$^2$. Before a peak rule is chosen, the shape must be examined. Linear interpolation in $\ln\omega$ gives 0.466 and 0.574 of the maximum at $f_p/5$ and $5f_p$. These are close to the continuum values 0.457 and 0.577, and far from 0.385.

With $D_{it}$ quoted per eV, $q^2D_{it}$ in F/cm$^2$ is $1.602\times10^{-19}$ times the number of states per cm$^2$ and eV. The continuum rules then give
\begin{align}
D_{it}&=\frac{64.2\times10^{-9}}{0.4024\times1.602\times10^{-19}}
=9.96\times10^{11}\ \text{cm}^{-2}\,\text{eV}^{-1},\\
\tau_m&=\frac{1.980}{2\pi\times3225\ \text{s}^{-1}}=97.7\ \mu\text{s},\\
c&=\frac{1}{n_s\tau_m}=1.02\times10^{-8}\ \text{cm}^3/\text{s}.
\end{align}

The data were generated with $D_{it}=10^{12}$ cm$^{-2}$eV$^{-1}$, $c=10^{-8}$ cm$^3$/s, hence $\tau_m=100\ \mu$s, and $C_D=100$ nF/cm$^2$. The nonlinear rate equation was solved for a sinusoidal potential of amplitude $0.01\,kT/q$ by Fourier collocation, and the first harmonic of the occupancy was summed over trap energy. The oxide was then added in series. Gaussian noise of relative standard deviation 0.5\% was put on $G_m$ and 0.1\% on $C_m$. Relative to the input values, the peak reading is 0.4\% low in $D_{it}$ and 2.3\% low in $\tau_m$. The time constant is the less well determined because the curve is flat at its maximum.

A least-squares fit of Eq.~(\ref{eq:h}) to all 61 points, with relative residuals, gives $D_{it}=9.99\times10^{11}$ cm$^{-2}$eV$^{-1}$ and $\tau_m=99.8\ \mu$s. The standard errors estimated from the residuals of this data set are 0.06\% and 0.08\%; over repeated draws of the noise the scatter is about 0.065\% and 0.09\%. They describe the noise and not errors in the model or in $C_{ox}$.

Other readings of the same data show what each step contributes. Taking the height as $\tfrac12q^2D_{it}$ gives $8.0\times10^{11}$ cm$^{-2}$eV$^{-1}$. Taking $1/\omega_p$ as $\tau_m$ gives 49 $\mu$s, about half the input value. Applying the continuum height rule to the raw $G_m/\omega$ gives $7.1\times10^{11}$ cm$^{-2}$eV$^{-1}$, with the peak at 3760 Hz.

\subsection*{(e) Nonuniform density or potential}

At the peak, the contribution of traps at energy $E$ is proportional to $f_0(1-f_0)\,x_pf_0/(1+x_p^2f_0^2)$. Summed numerically, this weight has its mean $0.37\,kT$ below $E_F$ and a standard deviation of $1.5\,kT$. Two effects compete. The weight falls as $e^{-2(E-E_F)/kT}$ far above $E_F$ but only as $e^{-(E_F-E)/kT}$ far below, which pulls the mean down. The factor $1/(1+x^2f_0^2)$ suppresses the filled traps below $E_F$, more strongly as $x$ grows, which pushes the mean up. At $x_p$ the numerical sum leaves the mean below $E_F$.

Suppose $D_{it}(E)=D_{it}(E_F)[1+s(E-E_F)/kT]$ with small $s$ over the responding range. The conductance at $x_p$ is then multiplied by $1-0.37s$. The position of the maximum shifts in first order in $s$. Numerically it is multiplied by about $1+1.0\,s$, so $c$ read with the uniform rule is multiplied by the same factor and $\tau_m$ by its inverse. This error is larger than the one in the height. Because $h'(x_p)=0$, the shift changes the height only in second order in $s$. To first order, the peak therefore reads the density $0.37\,kT$ below $E_F$. A density that varies strongly within a few $kT$ needs the full integral.

A surface potential that varies across the interface gives a spread of $n_s$, and so of $\tau_m$. In a simple model, all patches see the same ac potential and their admittances are averaged before the oxide is added. If the local potential exceeds its mean by $v\,kT/q$, then $\tau_m$ is multiplied by $e^{-v}$ and
\begin{equation}
\bar h(x)=\int_{-\infty}^{\infty}P(v)\,h(xe^{-v})\,dv ,
\end{equation}
where $P$ is the normalized distribution of $v$ and $x$ refers to the mean potential. A weighted average cannot exceed the largest value averaged, so $\bar h\le0.402$, and the uniform rule cannot overestimate $D_{it}$ in this model.

For a Gaussian $P$ of standard deviation 1, numerical averaging puts the peak at $x=2.22$ with height 0.326. The uniform rule then returns 0.81 of the true $D_{it}$. For standard deviation 2 the peak is at $x=2.43$ with height 0.237, and the rule returns 0.59. The rule $\tau_m=1.980/\omega_p$ then reads $\tau_m$ too low. With $n_s$ taken at the mean potential, $c$ comes out too high by the factors $2.22/1.98=1.12$ and $2.43/1.98\approx1.2$. The shape reveals the fault: at five times the peak frequency the curve retains 0.69 and 0.83 of its maximum, against 0.58 for a uniform potential. The data of (d) give 0.574, which excludes spreads of this size. The ratio at five times the peak frequency is a weak test for small spreads: a standard deviation of 0.3 raises it only to 0.589, while $D_{it}$ is read 2.5\% low and $c$ 2\% high. The low-frequency side is more sensitive. At one fifth of the peak frequency the same spread raises the ratio from 0.457 to 0.486, and the noise of (d) scatters either ratio by about 0.006.

Numerical values quoted here were computed with a short program.
